# Quadrupole and Dipole Decay Rates of the Hydrogen 3d State

## Question

A hydrogen atom is in a 3d state, in empty space. Treat the electron nonrelativistically in the Coulomb field of a fixed point nucleus,

\[
H=\frac{p^2}{2}-\frac1r,\qquad E_n=-\frac{1}{2n^2}.
\]

Use Hartree atomic units, in which \(\hbar=m_e=e=1\) and \(c=1/\alpha\), with Gaussian conventions for the field. The radial functions needed are

\[
R_{10}=2e^{-r},\qquad R_{21}=\frac{r\,e^{-r/2}}{2\sqrt6},\qquad R_{32}=\frac{4r^2e^{-r/3}}{81\sqrt{30}} .
\]

Find the leading one-photon rate for 3d→1s, and compare it with the electric dipole (E1) rate for 3d→2p.

The parts below lead through the calculation. Cartesian indices are \(a,b,c,d\), and repeated indices are summed. The initial and final states are \(|i\rangle\) and \(|f\rangle\), and \(\omega=E_i-E_f>0\).

## (a) The emission rate

**Show that the rate for emitting one photon through the coupling of the field to the electron's momentum is**

\[
\Gamma=\frac{\alpha^3\omega}{2\pi}\int d\Omega\sum_{\boldsymbol\epsilon}|M|^2,\qquad
M=\langle f|\boldsymbol\epsilon\cdot\mathbf p\,e^{-i\mathbf k\cdot\mathbf r}|i\rangle .
\]

**Why may the spin coupling be dropped at leading order?**

*Answer.* The electron has charge \(-1\), so \(\mathbf p\) is replaced by \(\mathbf p+\alpha\mathbf A\). In Coulomb gauge the term linear in the field is \(\alpha\mathbf A\cdot\mathbf p\). The quadratic term does not produce a single photon in first order.

In a box of volume \(V\), the emission part of \(\mathbf A\) for one mode is \(A_0\boldsymbol\epsilon e^{-i\mathbf k\cdot\mathbf r}\) times a creation operator. The amplitude \(A_0\) follows from the photon energy. A classical wave \(A_0\boldsymbol\epsilon e^{i(\mathbf k\cdot\mathbf r-\omega t)}\) plus its conjugate has mean energy density \(\omega^2A_0^2/(2\pi c^2)\), counting the electric and magnetic parts. Setting \(V\) times this equal to \(\omega\) gives \(A_0=c\sqrt{2\pi/(\omega V)}\). Since \(\alpha c=1\), the transition matrix element is \(\sqrt{2\pi/(\omega V)}\,M\).

The mode sum is \(V\int k^2dk\,d\Omega/(2\pi)^3\), with \(k=\alpha\omega\). The golden rule then gives

\[
\Gamma=2\pi\;\frac{2\pi}{\omega V}\;\frac{V\alpha^3\omega^2}{8\pi^3}\int d\Omega\sum_{\boldsymbol\epsilon}|M|^2
=\frac{\alpha^3\omega}{2\pi}\int d\Omega\sum_{\boldsymbol\epsilon}|M|^2 .
\]

The spin coupling \(\alpha\mathbf S\cdot(\nabla\times\mathbf A)\) adds \(-i\langle f|(\mathbf k\times\boldsymbol\epsilon)\cdot\mathbf S\,e^{-i\mathbf k\cdot\mathbf r}|i\rangle\) to \(M\). Expand its exponential:

- For 3d→1s, the constant term vanishes because the orbitals are orthogonal, and the linear term vanishes by parity. The first survivor is of order \(k^3\), while part (b) finds an orbital amplitude of order \(k\).
- For 3d→2p, the constant term vanishes by orthogonality. The first survivor is of order \(k^2\), while the E1 amplitude is of order \(k^0\).

Spin is therefore a spectator at leading order.

## (b) Reduction to a quadrupole matrix element

**For 3d→1s, define \(S_{ab}=\langle 1s|r_ar_b|3d\rangle\). Show that the leading rate is**

\[
\Gamma_{E2}=\frac{\alpha^5\omega^5}{10}\sum_{ab}|S_{ab}|^2 .
\]

*Answer.* The photon wavelength is much larger than the atom, so expand the exponential:

\[
M=\epsilon_a\langle f|p_a|i\rangle-i\,\epsilon_ak_b\langle f|p_ar_b|i\rangle+\cdots .
\]

The first term is the E1 amplitude. It vanishes because \(\mathbf p\) is odd under inversion while 1s and 3d are both even. Split the operator in the second term:

\[
p_ar_b=\tfrac12(p_ar_b+r_ap_b)+\tfrac12(p_ar_b-r_ap_b).
\]

For \(a\ne b\), the second bracket is, up to sign, a component of \(\mathbf L=\mathbf r\times\mathbf p\). This is the orbital magnetic dipole part. It gives zero because \(\mathbf L\) annihilates the spherical 1s state. For \(a=b\) the bracket is the constant \(-i\), which drops out because \(\boldsymbol\epsilon\cdot\mathbf k=0\).

For the symmetric part, use \([H,r_a]=-ip_a\):

\[
[H,r_ar_b]=[H,r_a]r_b+r_a[H,r_b]=-i(p_ar_b+r_ap_b).
\]

Hence \(\tfrac12(p_ar_b+r_ap_b)=\tfrac i2[H,r_ar_b]\). Its matrix element is \(\tfrac i2(E_f-E_i)S_{ab}=-\tfrac i2\omega S_{ab}\). With \(\mathbf k=\alpha\omega\mathbf n\),

\[
M=-i\,\epsilon_ak_b\left(-\frac{i\omega}{2}S_{ab}\right)=-\frac{\alpha\omega^2}{2}\,\epsilon_aS_{ab}n_b .
\]

The two polarizations span the plane perpendicular to \(\mathbf n\), so \(\sum_{\boldsymbol\epsilon}\epsilon_a\epsilon_c=\delta_{ac}-n_an_c\). Therefore

\[
\sum_{\boldsymbol\epsilon}|\epsilon_aS_{ab}n_b|^2=S_{ab}S^*_{ac}n_bn_c-|n_aS_{ab}n_b|^2 .
\]

The direction integrals must be isotropic and symmetric tensors:

\[
\int d\Omega\,n_bn_c=\frac{4\pi}{3}\delta_{bc},\qquad
\int d\Omega\,n_an_bn_cn_d=\frac{4\pi}{15}(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).
\]

The prefactors follow from setting indices equal in pairs and summing, which must give \(4\pi\). The bracketed sums are then 3 and \(9+3+3=15\).

The tensor \(S\) is symmetric. It is also traceless: \(S_{aa}=\langle1s|r^2|3d\rangle=0\), because \(r^2\) leaves the angular functions orthogonal. The first delta product therefore contributes nothing, and the other two contribute equally:

\[
\int d\Omega\sum_{\boldsymbol\epsilon}|\epsilon_aS_{ab}n_b|^2
=\left(\frac{4\pi}{3}-\frac{8\pi}{15}\right)\sum_{ab}|S_{ab}|^2
=\frac{4\pi}{5}\sum_{ab}|S_{ab}|^2 .
\]

Insert this in the rate:

\[
\Gamma_{E2}=\frac{\alpha^3\omega}{2\pi}\;\frac{\alpha^2\omega^4}{4}\;\frac{4\pi}{5}\sum_{ab}|S_{ab}|^2
=\frac{\alpha^5\omega^5}{10}\sum_{ab}|S_{ab}|^2 .
\]

Only the traceless second moment of the transition charge enters, which is why this is called electric quadrupole (E2) radiation.

## (c) The angular factor

**Express \(\sum_{ab}|S_{ab}|^2\) through \(R_2=\int_0^\infty R_{10}R_{32}\,r^4dr\), and show that the rate does not depend on the initial magnetic quantum number \(m\).**

*Answer.* The power \(r^4\) is made of \(r^2\) from the operator and \(r^2\) from the volume element. Take \(m=0\), with

\[
Y_{00}=\frac1{\sqrt{4\pi}},\qquad Y_{20}=\sqrt{\frac{5}{16\pi}}\,(3\cos^2\theta-1).
\]

With \(u=\cos\theta\), the angular integral for \(S_{zz}\) is

\[
2\pi\int_{-1}^{1}u^2(3u^2-1)\,du=2\pi\left(\frac65-\frac23\right)=\frac{16\pi}{15},
\]

so that

\[
S_{zz}=R_2\,\frac{1}{\sqrt{4\pi}}\sqrt{\frac5{16\pi}}\;\frac{16\pi}{15}
=R_2\,\frac{\sqrt5}{8\pi}\,\frac{16\pi}{15}=\frac{2\sqrt5}{15}R_2 .
\]

The off-diagonal elements vanish on integration over azimuth. Axial symmetry gives \(S_{xx}=S_{yy}\), and the zero trace makes each equal to \(-S_{zz}/2\). Thus

\[
\sum_{ab}|S_{ab}|^2=\left(1+\frac14+\frac14\right)S_{zz}^2=\frac32\cdot\frac{20}{225}R_2^2=\frac{2}{15}R_2^2 .
\]

For general \(m\), the sum is the expectation value in \(|3d,m\rangle\) of

\[
K=\sum_{ab}r_ar_b|1s\rangle\langle1s|r_ar_b .
\]

All indices are contracted and 1s is spherical, so \(K\) is invariant under rotations and commutes with \(L_\pm\). Since \(L_-L_+|m\rangle=C_m|m\rangle\), where \(C_m\) is the squared norm of \(L_+|m\rangle\), for \(m<2\)

\[
\langle m+1|K|m+1\rangle=\frac{\langle m|L_-KL_+|m\rangle}{C_m}
=\frac{\langle m|KL_-L_+|m\rangle}{C_m}=\langle m|K|m\rangle .
\]

All five states have the same sum. The angular pattern of the radiation can depend on \(m\), but the total rate does not:

\[
\Gamma_{E2}=\frac{\alpha^5\omega^5}{10}\cdot\frac{2}{15}R_2^2=\frac{\alpha^5\omega^5R_2^2}{75}.
\]

## (d) The quadrupole rate in numbers

**First confirm that the given radial functions solve the problem. Then evaluate \(R_2\) analytically and find the 3d→1s rate in s⁻¹.**

*Answer.* All three functions have \(l=n-1\), and \(u=rR\) is proportional to \(r^ne^{-r/n}\). Then \(u'/u=n/r-1/n\), and

\[
\frac{u''}{u}=\left(\frac nr-\frac1n\right)^2-\frac n{r^2}=\frac{n(n-1)}{r^2}-\frac2r+\frac1{n^2}.
\]

In the radial equation the centrifugal term is \(l(l+1)/(2r^2)=n(n-1)/(2r^2)\), so

\[
-\frac{u''}{2u}+\frac{n(n-1)}{2r^2}-\frac1r=-\frac1{2n^2},
\]

as required. The norms follow from

\[
\int_0^\infty r^qe^{-sr}dr=\frac{q!}{s^{q+1}} .
\]

The norm integrals are \(4\cdot2!/2^3=1\) for 1s, \(\tfrac1{24}\cdot4!=1\) for 2p, and

\[
\frac{16}{6561\cdot30}\;6!\left(\frac32\right)^7=1
\]

for 3d.

In \(R_2\) the exponent is \(1+\tfrac13=\tfrac43\), and the power is \(2+4=6\):

\[
R_2=\frac{8}{81\sqrt{30}}\;6!\left(\frac34\right)^7
=\frac{8\cdot720\cdot2187}{81\cdot16384\sqrt{30}}
=\frac{1215}{128\sqrt{30}}\approx1.7330 .
\]

Its square is

\[
R_2^2=\frac{98415}{32768}=\frac{3^9\cdot5}{2^{15}}\approx3.0034 .
\]

The transition energy is \(\omega_2=\tfrac12-\tfrac1{18}=\tfrac49\) hartree. Factoring everything into primes,

\[
\Gamma_{E2}=\alpha^5\;\frac{2^{10}}{3^{10}}\;\frac{3^9\cdot5}{2^{15}}\;\frac1{3\cdot5^2}
=\frac{\alpha^5}{2^5\cdot3^2\cdot5}=\frac{\alpha^5}{1440}.
\]

With \(\alpha=0.007297353\), this is \(1.43702\times10^{-14}\) per atomic unit of time. One such unit is \(2.418884\times10^{-17}\) s, so

\[
\Gamma_{E2}=\frac{1.43702\times10^{-14}}{2.418884\times10^{-17}\ \text{s}}\approx594\ \text{s}^{-1}.
\]

The long-wavelength expansion can now be judged. The photon wavenumber is \(k=\alpha\omega_2=3.24\times10^{-3}\) per bohr, while the integrand of \(R_2\), proportional to \(r^6e^{-4r/3}\), has mean radius \(7\cdot\tfrac34=5.25\) bohr, so that \(kr\approx0.017\). The term in \(M\) of order \(k^2\) vanishes by parity, so the first correction to the rate is of relative order \((kr)^2\). The numerical check evaluates the amplitude with the full exponential and finds a shift of \(-3.6\times10^{-5}\) relative to the formula. This shift grows by a factor 4.00 when \(\alpha\) is doubled, as a quadratic correction should. In units of \(\alpha^2\) the shift is \(-\tfrac23\alpha^2\). The retarded value is not a complete result at this order, because relativistic corrections to the atom, also of relative order \(\alpha^2\), are still missing. With Dirac orbitals and the full exponential, the total shift for \(3d_{5/2}\to1s_{1/2}\) is about \(-0.8\,\alpha^2\), which leaves the figure of 594 s⁻¹ unchanged.

## (e) The dipole rate to 2p

**Find the 3d→2p rate, summed over the final 2p states.**

*Answer.* Now the first term of the expansion survives, because 2p is odd. From \(\mathbf p=i[H,\mathbf r]\),

\[
M=i(E_f-E_i)\,\boldsymbol\epsilon\cdot\mathbf d=-i\omega\,\boldsymbol\epsilon\cdot\mathbf d,\qquad \mathbf d=\langle f|\mathbf r|i\rangle .
\]

The polarization and direction sum is

\[
\int d\Omega\,\bigl(|\mathbf d|^2-|\mathbf n\cdot\mathbf d|^2\bigr)=\left(4\pi-\frac{4\pi}3\right)|\mathbf d|^2=\frac{8\pi}{3}|\mathbf d|^2,
\]

which gives

\[
\Gamma_{E1}=\frac{\alpha^3\omega}{2\pi}\,\omega^2\,\frac{8\pi}3\sum_f|\mathbf d|^2=\frac43\alpha^3\omega^3\sum_f|\langle f|\mathbf r|i\rangle|^2 .
\]

The angular sum can be taken from part (c). Use the real 2p orbitals, with angular functions \(\sqrt{3/(4\pi)}\,n_a=\sqrt3\,Y_{00}n_a\). Let \(R_1=\int_0^\infty R_{21}R_{32}\,r^3dr\). Then

\[
\langle 2p_a|r_b|3d\rangle=\sqrt3\,R_1\int d\Omega\,Y_{00}\,n_an_b\,Y_{2m}=\sqrt3\,\frac{R_1}{R_2}\,S_{ab},
\]

since \(S_{ab}\) is \(R_2\) times the same angular integral. Squaring and summing gives

\[
\sum_f|\langle f|\mathbf r|i\rangle|^2=3\,\frac{R_1^2}{R_2^2}\cdot\frac2{15}R_2^2=\frac25R_1^2,
\qquad
\Gamma_{E1}=\frac8{15}\alpha^3\omega^3R_1^2 .
\]

For the radial integral, the exponent is \(\tfrac12+\tfrac13=\tfrac56\) and the power is \(1+2+3=6\). With \(\sqrt{30}\sqrt6=6\sqrt5\), the prefactor is \(4/(81\cdot2\cdot6\sqrt5)=1/(243\sqrt5)\). Thus

\[
R_1=\frac{720}{243\sqrt5}\left(\frac65\right)^7=\frac{2^{11}\,3^4}{5^6\sqrt5}\approx4.7480,
\qquad R_1^2=\frac{2^{22}\,3^8}{5^{13}}\approx22.543 .
\]

The transition energy is \(\omega_1=\tfrac18-\tfrac1{18}=\tfrac5{72}=5/(2^3\,3^2)\) hartree, so

\[
\Gamma_{E1}=\alpha^3\;\frac{2^3}{3\cdot5}\;\frac{5^3}{2^9\,3^6}\;\frac{2^{22}\,3^8}{5^{13}}
=\frac{2^{16}\cdot3}{5^{11}}\,\alpha^3\approx0.0040265\,\alpha^3 .
\]

This equals \(1.56469\times10^{-9}\) per atomic unit of time, and

\[
\Gamma_{E1}=\frac{1.56469\times10^{-9}}{2.418884\times10^{-17}\ \text{s}}\approx6.47\times10^7\ \text{s}^{-1}.
\]

An E1 transition from \(l=2\) must end in \(l=1\) or \(l=3\). Below \(n=3\), the only such level is 2p. The inverse rate, about 15.5 ns, is therefore the 3d lifetime when E1 emission alone is counted.

## (f) Comparison

**Find the ratio of the two rates and explain its size. How would it change in a one-electron ion of nuclear charge \(Z\)?**

*Answer.* The numerical prefactors give \(\tfrac1{75}\big/\tfrac8{15}=\tfrac1{40}\), so

\[
\frac{\Gamma_{E2}}{\Gamma_{E1}}=\alpha^2\cdot\frac1{40}\cdot\frac{\omega_2^5}{\omega_1^3}\cdot\frac{R_2^2}{R_1^2}.
\]

With the values found above,

\[
\frac{\Gamma_{E2}}{\Gamma_{E1}}=(5.325\times10^{-5})\cdot\frac{51.78\times0.13323}{40}
=(5.325\times10^{-5})(0.1725)\approx9.18\times10^{-6}.
\]

There is one E2 decay to 1s for about \(1.09\times10^5\) E1 decays to 2p.

The factor \(\alpha^2\) comes from the extra power of \(\mathbf k\cdot\mathbf r\) in the quadrupole amplitude, and it supplies most of the suppression. The other factors partly cancel and leave 0.17, a further reduction by a factor of about 6. In atomic units, the prefactor and the radial factor together reduce the ratio by about 300. The E2 photon has 6.4 times the energy of the E1 photon, and the frequency factor \(\omega_2^5/\omega_1^3\) gives back a factor of about 52. The two photons are also far apart in wavelength: 102.5 nm for 3d→1s and 656.1 nm for 3d→2p with a fixed nucleus. The reduced mass of part (g) lengthens both by the relative amount \(x\), which changes the fourth digit.

In an ion of charge \(Z\), energies scale as \(Z^2\) and lengths as \(1/Z\). The E2 rate scales as \((Z^2)^5(Z^{-2})^2=Z^6\), and the E1 rate as \((Z^2)^3(Z^{-1})^2=Z^4\). The ratio grows as \(Z^2\), so \(\alpha^2\) is replaced by \((Z\alpha)^2\). These laws hold while \(Z\alpha\ll1\). Retardation and relativistic corrections are of relative order \((Z\alpha)^2\) and affect mainly the E2 rate. For \(3d_{5/2}\) with Dirac orbitals of a point nucleus, the rate to 1s lies about 3 percent below the \(Z^6\) law at \(Z=26\) and 12 percent below it at \(Z=54\), while the E1 rate to \(2p_{3/2}\) stays within 1 percent of the \(Z^4\) law.

## (g) Limits of the result

**How does a finite nuclear mass change the E2 rate, and what does the figure of 594 s⁻¹ leave out?**

*Answer.* Let \(x\ll1\) be the ratio of electron to proton mass. The reduced mass is \(\mu=1/(1+x)\). Energies scale as \(\mu\) and lengths as \(1/\mu\), so \(\omega^5R_2^2\) scales as \(\mu^5\mu^{-4}=\mu\).

The moving proton also contributes to the quadrupole moment. Measured from the centre of mass, the electron is at \(\mathbf r/(1+x)\) and the proton at \(-x\mathbf r/(1+x)\). With charges \(-1\) and \(+1\), the second moment is that of the fixed-nucleus problem times

\[
\frac{1-x^2}{(1+x)^2}=\frac{1-x}{1+x}\approx1-2x .
\]

The rate contains the square of this factor, so it changes by

\[
(1-x)(1-4x)\approx1-5x .
\]

As a rough figure, \(x\) is about 1/1800, and the rate falls by about 0.3 percent, or between one and two s⁻¹. The third digit of 594 s⁻¹ therefore belongs to the fixed-nucleus model.

Fine structure and other relativistic corrections are also left out. So is the emission of two photons in going from 3d to 1s. Its amplitude is resonant when one photon carries the 3d→2p energy \(\omega_1\), and this resonant part is the cascade 3d→2p→1s, whose first step is the E1 decay of part (e). Away from the resonance it gives a continuous spectrum. The rate found here is for direct one-photon decay, not for all the ways in which a 3d atom reaches 1s.

## Computed results

```
fine-structure constant alpha = 0.007297353 (dimensionless)
atomic unit of time = 2.418884e-17 s
transition energy 3d-1s = 4/9 = 0.444444 hartree
transition energy 3d-2p = 5/72 = 0.069444 hartree
wavelength 3d-1s = 102.52 nm
wavelength 3d-2p = 656.11 nm
photon wavenumber k, 3d-1s = 3.243268e-03 1/bohr
photon wavenumber k, 3d-2p = 5.067606e-04 1/bohr
E2 radial integral R2 = 1.733028 bohr^2
R2 squared = 98415/32768 = 3.003387 bohr^4
E1 radial integral R1 = 4.747992 bohr
R1 squared = 27518828544/1220703125 = 22.543424 bohr^2
m=0 tensor element S_zz = 0.516689 bohr^2
m=0 tensor element S_xx = -0.258345 bohr^2
E2 rate / alpha^5 = 1/1440 (atomic units)
E1 rate / alpha^3 = 196608/48828125 = 0.00402653 (a.u.)
E2 rate 3d-1s = 1.437024e-14 atomic units
E1 rate 3d-2p = 1.564686e-09 atomic units
E2 rate 3d-1s = 594.09 1/s
E1 rate 3d-2p = 6.46863e+07 1/s
inverse E1 rate = 15.459 ns
rate ratio E2/E1 = 9.18411e-06 (dimensionless)
E1 decays per E2 decay = 1.08884e+05 (dimensionless)
alpha squared = 5.325135e-05 (dimensionless)
frequency ratio w2/w1 = 6.4000 (dimensionless)
frequency factor w2^5/w1^3 = 51.78153 hartree^2
radial factor (R2/R1)^2 = 0.133227 bohr^2
ratio / alpha^2 = 0.172467 (dimensionless)
full retarded E2 rate = 594.06 1/s
full retarded E1 rate = 6.46860e+07 1/s
relative retardation shift, E2 = -3.550e-05
relative retardation shift, E1 = -3.846e-06
E2 shift ratio on doubling alpha = 3.9998
```
